# Spin-flip stability of UHF solutions against noncollinear GHF rotations: a program that tests the result

```python
# Result under test: for a real UHF determinant, spin-flip rotations change the
# GHF energy by w^T M w at second order, M = [[A1, B], [B^T, A2]], where
#   A1 = (beta virtual - alpha occupied energies) - (a b|i j),
#   A2 = (alpha virtual - beta occupied energies) - (a b|i j),
#   B  = -(a j|b i), joining alpha->beta with beta->alpha flips.
# w = (x, conj(y)): x = alpha->beta amplitudes, y = beta->alpha amplitudes.
# System: linear H4, STO-3G, Loewdin-orthogonalized site orbitals, atomic units.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize
from pyscf import gto

N_SITE, N_OCC = 4, 2


def integrals(spacing):
    atoms = [["H", (0.0, 0.0, k * spacing)] for k in range(N_SITE)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    X, X, X, X, optimize=True)
    return h, eri, mol.energy_nuc()


def ghf_energy(D, ints):
    """GHF energy of a spin-blocked one-particle density matrix."""
    h, eri, e_nuc = ints
    D4 = D.reshape(2, N_SITE, 2, N_SITE)
    total = D4[0, :, 0, :] + D4[1, :, 1, :]
    J = np.einsum("pqrs,sr->pq", eri, total)
    K = np.einsum("prsq,arbs->apbq", eri, D4)
    exchange = np.einsum("apbq,bqap->", K, D4)
    return (np.sum((h + 0.5 * J) * total.T) - 0.5 * exchange).real + e_nuc


def uhf(ints, alpha_sites):
    """UHF solution reached from electrons localized on given sites."""
    h, eri, _ = ints
    guess = np.zeros(N_SITE)
    guess[alpha_sites] = 1.0
    D = [np.diag(guess), np.diag(1.0 - guess)]
    for _ in range(3000):
        J = np.einsum("pqrs,sr->pq", eri, D[0] + D[1])
        F = [h + J - np.einsum("prsq,rs->pq", eri, d) for d in D]
        eps, C = zip(*[np.linalg.eigh(f) for f in F])
        new = [c[:, :N_OCC] @ c[:, :N_OCC].T for c in C]
        change = max(np.abs(new[k] - D[k]).max() for k in range(2))
        D = new
        if change < 1e-12:
            break
    assert change < 1e-10, "UHF not converged"
    zero = np.zeros((N_SITE, N_SITE))
    energy = ghf_energy(np.block([[D[0], zero], [zero, D[1]]]), ints)
    return energy, eps, C, D


def spin_flip_matrix(eps, C, eri):
    ao, av = C[0][:, :N_OCC], C[0][:, N_OCC:]
    bo, bv = C[1][:, :N_OCC], C[1][:, N_OCC:]

    def mo(p, q, r, s):
        return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, p, q, r, s,
                         optimize=True)
    n = N_OCC * (N_SITE - N_OCC)
    gap1 = (eps[1][N_OCC:, None] - eps[0][None, :N_OCC]).ravel()
    gap2 = (eps[0][N_OCC:, None] - eps[1][None, :N_OCC]).ravel()
    A1 = np.diag(gap1) - mo(bv, bv, ao, ao).transpose(0, 2, 1, 3).reshape(n, n)
    A2 = np.diag(gap2) - mo(av, av, bo, bo).transpose(0, 2, 1, 3).reshape(n, n)
    B = -mo(bv, bo, av, ao).transpose(0, 3, 2, 1).reshape(n, n)
    w0 = np.concatenate([(bv.T @ ao).ravel(), -(av.T @ bo).ravel()])
    return A1, A2, B, np.block([[A1, B], [B.T, A2]]), w0, gap1


def spin_orbitals(C):
    """Columns: alpha occ, beta occ, alpha virtual, beta virtual."""
    zero = np.zeros((N_SITE, N_OCC))
    a, b = C
    return np.hstack([np.vstack([a[:, :N_OCC], zero]),
                      np.vstack([zero, b[:, :N_OCC]]),
                      np.vstack([a[:, N_OCC:], zero]),
                      np.vstack([zero, b[:, N_OCC:]])])


def rotated_density(Z, orbitals):
    kappa = np.zeros((8, 8), dtype=Z.dtype)
    kappa[4:, :4] = Z
    kappa[:4, 4:] = -Z.conj().T
    occ = orbitals @ expm(kappa)[:, :4]
    return occ @ occ.conj().T


def flip_amplitudes(w):
    Z = np.zeros((4, 4))
    Z[2:, :2] = w[:4].reshape(2, 2)
    Z[:2, 2:] = w[4:].reshape(2, 2)
    return Z


def site_spin_singular_values(D):
    """Second value is zero exactly when all site spins share one axis."""
    D4 = D.reshape(2, N_SITE, 2, N_SITE)
    r = np.array([D4[:, k, :, k] for k in range(N_SITE)])
    m = np.stack([(r[:, 0, 1] + r[:, 1, 0]).real / 2,
                  (r[:, 1, 0] - r[:, 0, 1]).imag / 2,
                  (r[:, 0, 0] - r[:, 1, 1]).real / 2], axis=1)
    return np.linalg.svd(m, compute_uv=False)


R = 4.0
ints = integrals(R)
E_block, eps, C, D_block = uhf(ints, [0, 1])
E_alt, eps_alt, C_alt, D_alt = uhf(ints, [0, 2])
A1, A2, B, M, w0, gap1 = spin_flip_matrix(eps, C, ints[1])
A1n, A2n, Bn, Mn, w0n, _ = spin_flip_matrix(eps_alt, C_alt, ints[1])
orbitals = spin_orbitals(C)

# Full complex GHF Hessian from energies alone: 16 real, then 16 imaginary parts.
step = 1e-3


def energy_of_parameters(p):
    Z = (p[:16] + 1j * p[16:]).reshape(4, 4)
    return ghf_energy(rotated_density(Z, orbitals), ints)


unit = np.eye(32) * step
hessian = np.zeros((32, 32))
for i in range(32):
    for j in range(i + 1):
        value = (energy_of_parameters(unit[i] + unit[j])
                 - energy_of_parameters(unit[i] - unit[j])
                 - energy_of_parameters(unit[j] - unit[i])
                 + energy_of_parameters(-unit[i] - unit[j])) / (4 * step ** 2)
        hessian[i, j] = hessian[j, i] = value
gradient = np.array([(energy_of_parameters(u) - energy_of_parameters(-u))
                     / (2 * step) for u in unit])
curvature = hessian / 2

index = np.arange(16).reshape(4, 4)
flip = np.concatenate([index[2:, :2].ravel(), index[:2, 2:].ravel()])
keep = np.concatenate([index[:2, :2].ravel(), index[2:, 2:].ravel()])
flip_all = np.concatenate([flip, flip + 16])
keep_all = np.concatenate([keep, keep + 16])
P = np.diag([1.0] * 4 + [-1.0] * 4)      # conjugation of y in w
zero8 = np.zeros((8, 8))
predicted = np.block([[M, zero8], [zero8, P @ M @ P]])
flip_error = np.abs(curvature[np.ix_(flip_all, flip_all)] - predicted).max()
cross_error = np.abs(curvature[np.ix_(flip_all, keep_all)]).max()
keep_lowest = np.linalg.eigvalsh(curvature[np.ix_(keep_all, keep_all)])[0]
# Central differences carry an error of order step squared.
assert np.abs(gradient).max() < 1e-6
assert flip_error < 2e-5
assert cross_error < 2e-5
assert keep_lowest > 1e-3

# Zero mode from a global spin rotation, and its loss without the coupling.
assert np.linalg.norm(w0) > 0.1 and np.linalg.norm(w0n) > 0.1
residual = np.linalg.norm(M @ w0) / np.linalg.norm(w0)
residual_alt = np.linalg.norm(Mn @ w0n) / np.linalg.norm(w0n)
assert residual < 1e-8 and residual_alt < 1e-8
eig, vec = np.linalg.eigh(M)
eig_alt = np.linalg.eigvalsh(Mn)
uncoupled = min(np.linalg.eigvalsh(A1)[0], np.linalg.eigvalsh(A2)[0])
uncoupled_alt = min(np.linalg.eigvalsh(A1n)[0], np.linalg.eigvalsh(A2n)[0])
assert eig[0] < -1e-4
assert abs(eig_alt[0]) < 1e-8 and eig_alt[1] > 1e-4
assert uncoupled_alt > 1e-4

# Energy along the unstable mode and descent to a lower determinant.
t = 0.1
mode = flip_amplitudes(vec[:, 0])
E_plus = ghf_energy(rotated_density(t * mode, orbitals), ints)
E_minus = ghf_energy(rotated_density(-t * mode, orbitals), ints)
assert abs(E_plus - E_minus) < 1e-11
assert E_plus < E_block
t_start = 0.3
D_start = rotated_density(t_start * mode, orbitals)
E_start = ghf_energy(D_start, ints)
spread_start = site_spin_singular_values(D_start)
assert spread_start[1] > 0.05
descent = minimize(
    lambda p: ghf_energy(rotated_density(p.reshape(4, 4), orbitals), ints),
    (t_start * mode).ravel(), method="BFGS", options={"gtol": 1e-6})
spread_end = site_spin_singular_values(
    rotated_density(descent.x.reshape(4, 4), orbitals))
assert abs(descent.fun - E_alt) < 1e-6
assert spread_end[1] < 0.02

# Classical-spin limit at larger spacing.
R_far = 6.0
ints_far = integrals(R_far)
E_block_far, eps_far, C_far, _ = uhf(ints_far, [0, 1])
E_alt_far = uhf(ints_far, [0, 2])[0]
eig_far = np.linalg.eigvalsh(spin_flip_matrix(eps_far, C_far, ints_far[1])[3])
ratio = -eig[0] / (E_block - E_alt)
ratio_far = -eig_far[0] / (E_block_far - E_alt_far)
assert abs(ratio_far - 1) < 0.05
assert abs(eig_far[1] / eig_far[0] - 1 / np.sqrt(2)) < 0.05


def row(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in values)


site_sz = (np.diag(D_block[0]) - np.diag(D_block[1])) / 2
site_sz_alt = (np.diag(D_alt[0]) - np.diag(D_alt[1])) / 2
print(f"H4 chain, STO-3G, spacing: {R:.1f} bohr")
print(f"E(up-up-down-down UHF): {E_block:.6f} hartree")
print(f"E(alternating UHF): {E_alt:.6f} hartree")
print(f"Energy difference: {E_block - E_alt:.6f} hartree")
print("Site Sz, up-up-down-down (hbar):", row(site_sz, 4))
print("Site Sz, alternating (hbar):", row(site_sz_alt, 4))
print("Alpha orbital energies, uudd (hartree):", row(eps[0], 5))
print("Beta orbital energies, uudd (hartree):", row(eps[1], 5))
print(f"First A1 diagonal, orbital gap: {gap1[0]:.6f} hartree")
print(f"First A1 diagonal, integral (aa|ii): {gap1[0]-A1[0,0]:.6f} hartree")
print(f"First A1 diagonal, total: {A1[0, 0]:.6f} hartree")
print(f"Largest |B| element, uudd: {np.abs(B).max():.6f} hartree")
print("M eigenvalues 1-4, uudd (hartree):", row(eig[:4]))
print("M eigenvalues 5-8, uudd (hartree):", row(eig[4:]))
print("M eigenvalues 1-4, alternating (hartree):", row(eig_alt[:4]))
print("M eigenvalues 5-8, alternating (hartree):", row(eig_alt[4:]))
print(f"Lowest eigenvalue with B=0, uudd: {uncoupled:.6f} hartree")
print(f"Lowest eigenvalue with B=0, alternating: {uncoupled_alt:.6f} hartree")
print(f"Lowest spin-conserving curvature, uudd: {keep_lowest:.6f} hartree")
print(f"Largest GHF gradient at UHF: {np.abs(gradient).max():.1e} hartree")
print(f"Max error, M against finite differences: {flip_error:.1e} hartree")
print(f"Max flip/conserving cross term: {cross_error:.1e} hartree")
print(f"Zero-mode residual, uudd: {residual:.1e} hartree")
print(f"Zero-mode residual, alternating: {residual_alt:.1e} hartree")
print(f"Step along lowest mode t: {t:.1f} (dimensionless)")
print(f"Energy change at t, computed: {E_plus - E_block:.8f} hartree")
print(f"Energy change at t, quadratic: {t**2 * eig[0]:.8f} hartree")
print(f"Descent start t: {t_start:.1f} (dimensionless)")
print(f"Energy change at descent start: {E_start - E_block:.6f} hartree")
print("Site-spin singular values, start (hbar):", row(spread_start, 4))
print("Site-spin singular values, end (hbar):", row(spread_end, 4))
print(f"Energy at end of descent: {descent.fun:.6f} hartree")
print(f"-lowest eigenvalue/energy difference at {R:.1f} bohr: {ratio:.4f}")
print(f"Energy difference at {R_far:.1f} bohr:",
      f"{E_block_far - E_alt_far:.8f} hartree")
print(f"M eigenvalues 1-4 at {R_far:.1f} bohr (hartree):", row(eig_far[:4], 8))
print(f"-lowest eigenvalue/energy difference at {R_far:.1f} bohr:",
      f"{ratio_far:.4f}")
print(f"Second/first eigenvalue at {R_far:.1f} bohr:",
      f"{eig_far[1] / eig_far[0]:.4f}")
print("success")
```

It prints:

```
H4 chain, STO-3G, spacing: 4.0 bohr
E(up-up-down-down UHF): -1.857542 hartree
E(alternating UHF): -1.874316 hartree
Energy difference: 0.016774 hartree
Site Sz, up-up-down-down (hbar): 0.4999 0.4905 -0.4905 -0.4999
Site Sz, alternating (hbar): 0.4910 -0.4820 0.4820 -0.4910
Alpha orbital energies, uudd (hartree): -0.50898 -0.41976 0.25937 0.37303
Beta orbital energies, uudd (hartree): -0.50898 -0.41976 0.25937 0.37303
First A1 diagonal, orbital gap: 0.768345 hartree
First A1 diagonal, integral (aa|ii): 0.501324 hartree
First A1 diagonal, total: 0.267021 hartree
Largest |B| element, uudd: 0.002737 hartree
M eigenvalues 1-4, uudd (hartree): -0.016532 -0.011337 0.000000 0.012702
M eigenvalues 5-8, uudd (hartree): 0.531732 0.531756 0.553344 0.553369
M eigenvalues 1-4, alternating (hartree): 0.000000 0.005053 0.017084 0.028455
M eigenvalues 5-8, alternating (hartree): 0.648623 0.650414 0.654533 0.655519
Lowest eigenvalue with B=0, uudd: -0.013086 hartree
Lowest eigenvalue with B=0, alternating: 0.008383 hartree
Lowest spin-conserving curvature, uudd: 0.480582 hartree
Largest GHF gradient at UHF: 4.4e-13 hartree
Max error, M against finite differences: 5.0e-07 hartree
Max flip/conserving cross term: 0.0e+00 hartree
Zero-mode residual, uudd: 1.1e-13 hartree
Zero-mode residual, alternating: 2.6e-13 hartree
Step along lowest mode t: 0.1 (dimensionless)
Energy change at t, computed: -0.00016453 hartree
Energy change at t, quadratic: -0.00016532 hartree
Descent start t: 0.3 (dimensionless)
Energy change at descent start: -0.001424 hartree
Site-spin singular values, start (hbar): 0.9463 0.2904 0.0000
Site-spin singular values, end (hbar): 0.9731 0.0000 0.0000
Energy at end of descent: -1.874316 hartree
-lowest eigenvalue/energy difference at 4.0 bohr: 0.9856
Energy difference at 6.0 bohr: 0.00035005 hartree
M eigenvalues 1-4 at 6.0 bohr (hartree): -0.00034993 -0.00024730 0.00000000 0.00024787
-lowest eigenvalue/energy difference at 6.0 bohr: 0.9997
Second/first eigenvalue at 6.0 bohr: 0.7067
success
```
